# Bracketing Static Electronic Permittivity from One Index and a Gap: test program

```python
"""Bracket the static electronic permittivity by linear programming.

Result under test, with photon energies in eV:
  chi1*(1 - probe^2/gap^2) <= eps(0)-1 <= chi1*(1 - probe^2/T),
  T = probe^2 + strength/chi1.
chi1 is index^2-1 at the probe energy, gap is the lowest absorption energy,
strength is the sum of F_j in eps(E)=1+sum F_j/(E_j^2-E^2), F_j>=0.
The one-electron atom test uses Hartree atomic units instead of eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, linprog


def bracket(chi1, gap, strength, probe):
    mean_square = probe**2 + strength / chi1
    assert mean_square >= gap**2
    return (chi1 * (1 - probe**2 / gap**2),
            chi1 * (1 - probe**2 / mean_square))


def solve_programs(chi1, strength, probe, nodes, all_on_grid=False):
    """Return both LP results; unknowns are shares of chi1."""
    mean_square = probe**2 + strength / chi1
    x = nodes**2 / mean_square
    ones = np.ones_like(x)
    if all_on_grid:
        conditions = dict(A_eq=np.vstack([ones, x]), b_eq=[1, 1])
    else:
        conditions = dict(A_eq=[ones], b_eq=[1], A_ub=[x], b_ub=[1])
    largest = linprog(-1 / x, bounds=(0, None), method="highs", **conditions)
    smallest = linprog(1 / x, bounds=(0, None), method="highs", **conditions)
    return largest, smallest, mean_square


def lp_bracket(chi1, strength, probe, nodes, all_on_grid=False):
    largest, smallest, mean_square = solve_programs(
        chi1, strength, probe, nodes, all_on_grid)
    assert largest.status == 0 and smallest.status == 0
    scale = probe**2 / mean_square
    low = chi1 * (1 + scale * largest.fun)
    high = chi1 * (1 - scale * smallest.fun)
    if all_on_grid:
        return low, high, None
    y = -smallest.ineqlin.marginals[0]
    certified = chi1 * (1 - scale * (2 * np.sqrt(y) - y))
    return low, high, certified


def defect_shortfall(defect_strength, defect, gap, probe):
    return (defect_strength * probe**2 * (gap**2 - defect**2)
            / (gap**2 * defect**2 * (defect**2 - probe**2)))


# Random discrete spectra, evaluated directly from the oscillator sum.
rng = np.random.default_rng(7)
for _ in range(2000):
    count = rng.integers(1, 12)
    energies = 5 * 10**rng.uniform(0, 1.5, count)
    weights = rng.exponential(size=count) * energies**rng.uniform(0, 3)
    test_probe = 5 * rng.uniform(0.05, 0.95)
    test_chi = np.sum(weights / (energies**2 - test_probe**2))
    static = np.sum(weights / energies**2)
    low, high = bracket(test_chi, 5.0, weights.sum(), test_probe)
    assert low * (1 - 1e-11) <= static <= high * (1 + 1e-11)

# Soft-Coulomb atom: static response from energies in a finite field.
spacing = 0.1
position = spacing * np.arange(-400, 401)
diagonal = 1 / spacing**2 - 1 / np.sqrt(position**2 + 1)
hopping = np.full(len(position) - 1, -0.5 / spacing**2)
levels, states = eigh_tridiagonal(diagonal, hopping)
excitations = levels[1:] - levels[0]
dipoles = states[:, 1:].T @ (position * states[:, 0])
atom_f = 2 * excitations * dipoles**2
atom_gap = excitations[atom_f > 1e-10].min()
atom_probe = 0.5 * atom_gap
atom_alpha = np.sum(atom_f / (excitations**2 - atom_probe**2))
field = 1e-3
field_energies = [eigh_tridiagonal(diagonal + sign * field * position,
                  hopping, eigvals_only=True, select="i",
                  select_range=(0, 0))[0] for sign in (-1, 0, 1)]
atom_static = -(field_energies[0] - 2 * field_energies[1]
                + field_energies[2]) / field**2
atom_low, atom_high = bracket(atom_alpha, atom_gap, 1.0, atom_probe)
assert abs(atom_f.sum() - 1) < 0.005  # finite-difference kinetic energy
assert atom_low < atom_static < atom_high
assert abs(atom_static / np.sum(atom_f / excitations**2) - 1) < 1e-3

# Rough typical inputs in the regime of a hafnium dioxide film.
wavelength_nm, index, gap = 633.0, 2.10, 5.8
density_g_cm3, molar_mass = 9.7, 210.5
probe = const.h * const.c / (wavelength_nm * 1e-9 * const.e)
chi1 = index**2 - 1
formula_density = density_g_cm3 * 1e6 / molar_mass * const.N_A
strength_unit = const.hbar**2 / (const.epsilon_0 * const.m_e)
strength = 88 * formula_density * strength_unit
valence_strength = 16 * formula_density * strength_unit
low, high = bracket(chi1, gap, strength, probe)
valence_high = bracket(chi1, gap, valence_strength, probe)[1]
mean_square = probe**2 + strength / chi1

# Grid programs, their inner error and the continuum certificate.
grid_rows = []
for count in (51, 201, 801):
    nodes = np.linspace(gap, 100, count)
    grid_low, grid_high, certified = lp_bracket(chi1, strength, probe, nodes)
    x = nodes**2 / mean_square
    right = np.searchsorted(x, 1)
    error_limit = (chi1 * probe**2 / mean_square
                   * (x[right] - x[right - 1])**2 / (4 * x[right - 1]**3))
    assert abs(grid_low - low) < 1e-7
    assert -1e-8 <= high - grid_high <= error_limit + 1e-8
    assert -1e-8 <= certified - high <= error_limit + 1e-8
    grid_rows.append((count, high - grid_high, certified - high))

# A forced top energy changes the lower end.
cutoff_rows = []
for top in (50.0, 100.0, 400.0):
    nodes = np.linspace(gap, top, 301)
    cut_low = lp_bracket(chi1, strength, probe, nodes, True)[0]
    formula = (chi1 * (1 - probe**2 / gap**2) * (1 - probe**2 / top**2)
               + probe**2 * strength / (gap**2 * top**2))
    assert abs(cut_low - formula) < 1e-6
    cutoff_rows.append((top, cut_low))
assert cutoff_rows[0][1] > cutoff_rows[1][1] > cutoff_rows[2][1] > low

# Too little strength for the index and gap must be rejected by the LP.
too_little = 0.9 * chi1 * (gap**2 - probe**2)
bad_low, bad_high, _ = solve_programs(chi1, too_little, probe,
                                      np.linspace(gap, 100, 201))
assert bad_low.status == 2 and bad_high.status == 2


# Smooth response, analytic above the real axis, absorbing from gap to top.
def unit_response(energy, top):
    square = energy**2 + 1e-10j
    return ((gap**2 + top**2) / 2 - square
            - np.sqrt(gap**2 - square) * np.sqrt(top**2 - square))


def unit_strength(top):
    return 2 / np.pi * quad(lambda e: e * unit_response(e, top).imag,
                            gap, top, epsabs=1e-8, limit=200)[0]


smooth_top = brentq(lambda top: unit_response(probe, top).real
                    / unit_strength(top) - chi1 / valence_strength, 7, 60)
amplitude = valence_strength / unit_strength(smooth_top)
smooth_static = amplitude * unit_response(0.0, smooth_top).real
tail_strength = -amplitude * 1000**2 * unit_response(1000.0, smooth_top).real
assert abs(tail_strength / valence_strength - 1) < 2e-3  # finite energy
for energy in (0.0, probe):
    integral = 2 / np.pi * quad(
        lambda e: e * amplitude * unit_response(e, smooth_top).imag
        / (e**2 - energy**2), gap, smooth_top, limit=200)[0]
    direct = amplitude * unit_response(energy, smooth_top).real
    assert abs(integral - direct) < 1e-5
assert low < smooth_static < valence_high < high

# Neglected effects, from rough values for this class of film.
index_error, low_gap = 0.02, 5.5
lattice_step, phonon = 16.0, 0.040
lattice_shift = lattice_step * phonon**2 / (probe**2 - phonon**2)
defect_density_cm3, defect_f, defect = 1e20, 0.5, 3.0
defect_strength = defect_density_cm3 * 1e6 * defect_f * strength_unit
shortfall = defect_shortfall(defect_strength, defect, gap, probe)
host_strength = 100.0
defect_chi = (host_strength / (gap**2 - probe**2)
              + defect_strength / (defect**2 - probe**2))
defect_static = host_strength / gap**2 + defect_strength / defect**2
false_low = defect_chi * (1 - probe**2 / gap**2)
assert defect_static < false_low
assert abs(false_low - defect_static - shortfall) < 1e-10
tail_width, edge_absorption = 0.10, 0.5
tail_shortfall = quad(lambda e: defect_shortfall(
    2 / np.pi * e * edge_absorption * np.exp((e - gap) / tail_width),
    e, gap, probe), gap - 2, gap)[0]
density_high = bracket(chi1, gap, 0.9 * strength, probe)[1]
texture_chi = (index + 0.05)**2 - 1
texture_low, texture_high = bracket(texture_chi, gap, strength, probe)
thermal_index = 1e-5 * 100
thermal_shift = (index + thermal_index)**2 - index**2

# Combined range: index, gap, lattice, density and defect allowances.
robust_low = (((index - index_error)**2 - 1) * (1 - probe**2 / low_gap**2)
              - defect_shortfall(defect_strength, defect, low_gap, probe))
robust_high = bracket((index + index_error)**2 - 1 + lattice_shift,
                      gap, 1.1 * strength, probe)[1]
for _ in range(20):
    trial_chi = (index + rng.uniform(-1, 1) * index_error)**2 - 1
    trial_chi += rng.uniform(0, lattice_shift)
    trial_gap = rng.uniform(low_gap, gap)
    trial = lp_bracket(trial_chi, strength * rng.uniform(0.9, 1.1), probe,
                       np.linspace(trial_gap, 100, 201))
    assert robust_low < trial[0] < trial[2] < robust_high

print("INPUTS (rough typical film values)")
print(f"wavelength = {wavelength_nm:.0f} nm; photon energy = {probe:.4f} eV")
print(f"index = {index:.2f}; optical gap = {gap:.2f} eV")
print(f"density = {density_g_cm3:.1f} g/cm3; molar mass = {molar_mass:.1f} g/mol")
print(f"formula-unit density = {formula_density/1e6:.4e} cm^-3")
print(f"strength, 88 electrons = {strength:.1f} eV^2")
print(f"strength, 16 electrons = {valence_strength:.1f} eV^2")
print("BRACKET (permittivities are dimensionless)")
print(f"chi1 = {chi1:.4f}; index squared = {index**2:.4f}")
print(f"T = {mean_square:.2f} eV^2; sqrt(T) = {np.sqrt(mean_square):.2f} eV")
print(f"static permittivity: {1+low:.4f} to {1+high:.4f}")
print(f"bracket width = {high-low:.4f}")
print(f"static index: {np.sqrt(1+low):.4f} to {np.sqrt(1+high):.4f}")
print(f"upper end with 16 electrons = {1+valence_high:.4f}")
print(f"upper end from gap and strength only = {1+strength/gap**2:.1f}")
print(f"smooth spectrum: top = {smooth_top:.2f} eV, eps(0) = {1+smooth_static:.4f}")
print("GRID: nodes, upper-end deficit, certificate excess")
for count, deficit, excess in grid_rows:
    print(f"{count:4d}  {deficit:.2e}  {excess:.2e}")
print("FORCED TOP ENERGY: top in eV, lower permittivity")
for top, cut_low in cutoff_rows:
    print(f"{top:.0f} eV  {1+cut_low:.4f}")
print("NEGLECTED EFFECTS (rough inputs)")
print(f"index error = {index_error:.2f}; low gap = {low_gap:.2f} eV")
print(f"lower end at low gap = {1+chi1*(1-probe**2/low_gap**2):.4f}")
print(f"lattice step = {lattice_step:.0f}; phonon = {phonon*1000:.0f} meV")
print(f"lattice correction to chi1 = +{lattice_shift:.4f}")
print(f"upper-end change at 10% lower density = {density_high-high:.5f}")
print(f"defects = {defect_density_cm3:.1e} cm^-3, f = {defect_f:.1f}, {defect:.1f} eV")
print(f"defect shortfall of lower end = {shortfall:.5f}")
print(f"tail width = {tail_width:.2f} eV; eps2 at gap = {edge_absorption:.1f}")
print(f"tail shortfall of lower end = {tail_shortfall:.2e}")
print(f"texture, index +0.05: ends +{texture_low-low:.4f}, +{texture_high-high:.4f}")
print(f"100 K at 1e-5 per K: index squared +{thermal_shift:.4f}")
print(f"wider permittivity bracket: {1+robust_low:.4f} to {1+robust_high:.4f}")
print("SOFT-COULOMB ATOM (Hartree atomic units)")
print(f"gap = {atom_gap:.5f}; probe = {atom_probe:.5f}")
print(f"strength sum = {atom_f.sum():.5f}; alpha(probe) = {atom_alpha:.5f}")
print(f"finite-field alpha(0) = {atom_static:.5f}")
print(f"alpha(0) bracket = {atom_low:.5f} to {atom_high:.5f}")
print("every check passed")
```

It prints:

```
INPUTS (rough typical film values)
wavelength = 633 nm; photon energy = 1.9587 eV
index = 2.10; optical gap = 5.80 eV
density = 9.7 g/cm3; molar mass = 210.5 g/mol
formula-unit density = 2.7750e+22 cm^-3
strength, 88 electrons = 3367.2 eV^2
strength, 16 electrons = 612.2 eV^2
BRACKET (permittivities are dimensionless)
chi1 = 3.4100; index squared = 4.4100
T = 991.28 eV^2; sqrt(T) = 31.48 eV
static permittivity: 4.0211 to 4.3968
bracket width = 0.3757
static index: 2.0053 to 2.0969
upper end with 16 electrons = 4.3387
upper end from gap and strength only = 101.1
smooth spectrum: top = 21.43 eV, eps(0) = 4.3030
GRID: nodes, upper-end deficit, certificate excess
  51  4.50e-05  3.83e-06
 201  2.95e-06  1.37e-08
 801  8.24e-08  1.01e-07
FORCED TOP ENERGY: top in eV, lower permittivity
50 eV  4.1701
100 eV  4.0584
400 eV  4.0234
NEGLECTED EFFECTS (rough inputs)
index error = 0.02; low gap = 5.50 eV
lower end at low gap = 3.9775
lattice step = 16; phonon = 40 meV
lattice correction to chi1 = +0.0067
upper-end change at 10% lower density = -0.00146
defects = 1.0e+20 cm^-3, f = 0.5, 3.0 eV
defect shortfall of lower end = 0.00417
tail width = 0.10 eV; eps2 at gap = 0.5
tail shortfall of lower end = 2.70e-05
texture, index +0.05: ends +0.1883, +0.2108
100 K at 1e-5 per K: index squared +0.0042
wider permittivity bracket: 3.9005 to 4.4884
SOFT-COULOMB ATOM (Hartree atomic units)
gap = 0.39488; probe = 0.19744
strength sum = 0.99889; alpha(probe) = 7.71946
finite-field alpha(0) = 5.83661
alpha(0) bracket = 5.78960 to 5.93385
every check passed
```
